# Surface Scattering in a Thick Circular Wire: Dingle's Leading Correction

## 1. A wide wire that still feels its wall

Take a copper via 400 nm in diameter, with a bulk resistivity of 1.70 µΩ cm. An electron in it travels about 38.7 nm between collisions, so the via is more than ten free paths wide. Yet if four fifths of the electrons that reach the wall leave it diffusely, the calculated resistivity rises by 6.1 %. When the same via is warmed from 25 to 100 °C, the relative rise falls to 4.7 %, while the resistivity added by the wall stays near 0.10 µΩ cm.

Both facts follow from one formula. Let $d$ be the diameter, $\lambda$ the free path in the bulk metal, $k=d/\lambda$, and $p$ the probability of specular reflection, so that $1-p$ is the diffuse fraction. For fixed $p$ and large $k$,

$$\frac{\rho}{\rho_0}=1+\frac34\,\frac{1-p}{k}+\frac{9}{16}\,\frac{(1-p)^2}{k^2}+O(k^{-3}). \tag{1}$$

The familiar rule, three quarters of the diffuse fraction times free path over diameter, is the first correction. It is a limiting law for thick wires.

## 2. The transport equation

The wire is long, straight and uniform, with its axis along $z$. The metal has a spherical Fermi surface and one relaxation time $\tau$. The field $E$ is weak, steady and axial; since a steady electric field has no curl, $E$ is the same across the section. There is no magnetic field. SI units are used in the derivation.

Write the distribution as $f_0(\varepsilon)+f_1$, where $f_0$ is the equilibrium function of energy. The electron charge is $-e$, so the force is $-eE$. To first order in the field,

$$-eE\,\frac{\partial f_0}{\partial p_z}+\mathbf v\cdot\nabla f_1=-\frac{f_1}{\tau}.$$

Here $p_z$ is momentum, not the reflection probability. Because $\partial f_0/\partial p_z=v_z f_0'(\varepsilon)$,

$$f_1+\tau\,\mathbf v\cdot\nabla f_1=eE\tau v_z f_0'(\varepsilon).$$

Deep in bulk metal the gradient vanishes and $f_1$ equals the right-hand side. In the wire, set $f_1=eE\tau v_zf_0'\,G$. The prefactor does not depend on position, so it cancels. With $\mathbf v=v\boldsymbol\Omega$ and $\lambda=v\tau$ at the Fermi surface,

$$\lambda\,\boldsymbol\Omega\cdot\nabla G+G=1. \tag{2}$$

$G$ is the fraction of the bulk shift that survives near the wall.

The current density is proportional to the integral of $v_zf_1$, hence to that of $v_z^2G$. Let $\theta$ be the angle between velocity and axis. Averaging over the section and all directions, and using $\langle\cos^2\theta\rangle=1/3$, we get

$$\frac{\sigma}{\sigma_0}=\frac{\langle\cos^2\theta\,G\rangle}{\langle\cos^2\theta\rangle}=3\langle\cos^2\theta\,G\rangle. \tag{3}$$

**The wall condition.** A specular reflection reverses the velocity component normal to the wall and keeps $v_z$. A diffuse one sends electrons out with a distribution that depends on energy alone. Its departure from $f_0$ is fixed by the condition that no net particle current enters the wall. The arriving $f_1$ is odd in $v_z$, so its total flux is zero, and the diffuse part contributes nothing to the outgoing $f_1$. Therefore

$$G_{\rm out}=p\,G_{\rm in}. \tag{4}$$

## 3. Following an electron back to the wall

Let $s$ be the distance travelled since the electron last left the wall, and $G_w$ the value of $G$ on leaving. Along this straight path equation (2) reads $\lambda\,dG/ds+G=1$, with solution

$$G(s)=1-(1-G_w)e^{-s/\lambda}.$$

Let $L$ be the full length of the chord from wall to wall. In a circle, a specular reflection keeps the angle between the path and the wall normal. It also keeps $\theta$, so the chords before and after reflection have equal length. By rotational symmetry they also have the same $G_w$. With $q=e^{-L/\lambda}$, the electron arrives at the wall with $G_{\rm in}=1-(1-G_w)q$, and (4) gives

$$G_w=p\,[1-(1-G_w)q].$$

Collecting the terms in $G_w$,

$$G_w(1-pq)=p(1-q),\qquad
1-G_w=\frac{1-pq-p+pq}{1-pq}=\frac{1-p}{1-pq}.$$

The solution inside the wire is therefore

$$G=1-\frac{(1-p)e^{-s/\lambda}}{1-p\,e^{-L/\lambda}}. \tag{5}$$

For $p=1$ it gives $G=1$: a perfectly specular wall adds no resistance in this model. For $p=0$ the electron remembers only the distance $s$ since its last wall contact.

## 4. From the volume to the wall

Insert (5) into (3). The 1 in $G$ gives $3\langle\cos^2\theta\rangle=1$, and the rest is the loss:

$$1-\frac{\sigma}{\sigma_0}=\frac{3(1-p)}{4\pi A}\int dA\int d\Omega\,\cos^2\theta\,\frac{e^{-s/\lambda}}{1-pe^{-L/\lambda}},$$

where $A=\pi d^2/4$ is the cross-section.

Each interior point and direction can be labelled instead by the wall point where the path began and by $s$. Let $\phi$ be the angle between the transverse velocity and the inward normal $\mathbf n$ at that wall point. A step $ds$ moves the electron by $\sin\theta\,ds$ across the section. Paths that start on a wall arc $d\ell$ form a strip of width $d\ell\cos\phi$. Hence

$$dA=d\ell\,\cos\phi\,\sin\theta\,ds=d\ell\,(\mathbf n\cdot\boldsymbol\Omega)\,ds .$$

The integral along one chord is elementary:

$$\int_0^L e^{-s/\lambda}ds=\lambda(1-e^{-L/\lambda}).$$

The integral over $\ell$ gives the perimeter $\pi d$, and perimeter over area is $4/d$. The prefactor becomes

$$\frac{3(1-p)\lambda}{4\pi}\cdot\frac4d=\frac{3(1-p)}{\pi k}.$$

With $d\Omega=\sin\theta\,d\theta\,d\phi$, a second factor $\sin\theta$ appears. The chord has transverse length $d\cos\phi$ and full length $L=d\cos\phi/\sin\theta$. Writing $x=L/\lambda=k\cos\phi/\sin\theta$,

$$\frac{\sigma}{\sigma_0}=1-\frac{3(1-p)}{\pi k}\int_{-\pi/2}^{\pi/2}\!d\phi\int_0^\pi\!d\theta\;\cos^2\theta\sin^2\theta\cos\phi\;\frac{1-e^{-x}}{1-pe^{-x}}. \tag{6}$$

This holds for any ratio $k$ within the model.

Equation (6) was tested against random flights, which use neither (5) nor (6). Electrons start at random points and directions, draw exponential free paths, and are reflected as vectors at the wall. For $k=4$ and $p=0.5$ the flights give a conductivity loss of $0.0917\pm0.0006$, where the uncertainty is one standard error; equation (6) gives 0.0918.

## 5. The thick wire

When $k$ is large, $x$ is large for nearly all directions and the last fraction in (6) tends to 1. The remaining integrals are

$$\int_{-\pi/2}^{\pi/2}\cos\phi\,d\phi=2,\qquad
\int_0^\pi\cos^2\theta\sin^2\theta\,d\theta=\frac14\int_0^\pi\sin^22\theta\,d\theta=\frac\pi8 .$$

Their product is $\pi/4$, so the leading conductivity loss is

$$\varepsilon=\frac{3(1-p)}{\pi k}\cdot\frac\pi4=\frac{3(1-p)}{4k}. \tag{7}$$

The loss scales as $1/d$ because the electrons affected lie within a few free paths of the wall, and the share of the section in that layer scales as $\lambda/d$. This is why a wire ten free paths wide still shows a change of several per cent.

**What has been dropped.** Since $p\le1$, the fraction in (6) never exceeds 1. Therefore $\sigma/\sigma_0\ge1-\varepsilon$. To find the size of the difference, expand

$$\frac{1-e^{-x}}{1-pe^{-x}}=1-\frac{(1-p)e^{-x}}{1-pe^{-x}}=1-(1-p)\sum_{n=1}^{\infty}p^{\,n-1}e^{-nx}.$$

For large $k$ the exponentials matter only on short chords, where the electron leaves almost along the wall and $\phi$ is close to $\pm\pi/2$. Let $u$ be the small angle from either limit, so that $\cos\phi\simeq u$. The two limits together give

$$2\int_0^\infty u\,e^{-nku/\sin\theta}du=\frac{2\sin^2\theta}{n^2k^2}.$$

The remaining integral over $\theta$ is

$$\int_0^\pi\cos^2\theta\sin^4\theta\,d\theta=\int_0^\pi\cos^2\theta\sin^2\theta\,\frac{1-\cos2\theta}{2}\,d\theta=\frac{\pi}{16},$$

because the $\cos2\theta$ part integrates to zero. Each $n$ thus contributes $\pi/(8n^2k^2)$ to the angular integral. Multiplying by $3(1-p)^2/(\pi k)$, the conductivity restored is

$$\delta\simeq\frac{3(1-p)^2}{8k^3}\sum_{n=1}^{\infty}\frac{p^{\,n-1}}{n^2}. \tag{8}$$

So $\sigma/\sigma_0=1-\varepsilon+\delta$, with no term in $k^{-2}$.

**Inversion.** Resistivity is the reciprocal of conductivity:

$$\frac{\rho}{\rho_0}=\frac1{1-\varepsilon+\delta}=1+\varepsilon+\varepsilon^2+O(k^{-3}).$$

Since $\varepsilon^2=9(1-p)^2/(16k^2)$, this is equation (1). The second-order term comes entirely from taking the reciprocal. In a thick wire the simple rule is therefore too low, by about a fraction $\varepsilon$ of the rise it predicts.

As a numerical test, take $k=200$ and $p=0.2$. Equation (1) predicts that $(\rho/\rho_0-1)k/(1-p)$ is close to $0.75+(9/16)(0.8)/200=0.7522$. The full integral gives 0.7522.

## 6. The opposite limit

A thin wire shows where the rule stops being useful. For small $x$,

$$\frac{1-e^{-x}}{1-pe^{-x}}=\frac{x}{1-p}-\frac{(1+p)x^2}{2(1-p)^2}+\cdots .$$

The first term contributes to the angular integral in (6)

$$\frac{k}{1-p}\int_{-\pi/2}^{\pi/2}\cos^2\phi\,d\phi\int_0^\pi\cos^2\theta\sin\theta\,d\theta=\frac{k}{1-p}\cdot\frac\pi2\cdot\frac23=\frac{\pi k}{3(1-p)} .$$

Times the prefactor this is 1, which cancels the leading 1 in (6). For the second term the integrals are $\int\cos^3\phi\,d\phi=4/3$ and $\int\cos^2\theta\,d\theta=\pi/2$, with product $2\pi/3$. Hence

$$\frac{\sigma}{\sigma_0}\simeq\frac{3(1-p)}{\pi k}\cdot\frac{(1+p)k^2}{2(1-p)^2}\cdot\frac{2\pi}{3}=k\,\frac{1+p}{1-p},
\qquad k\to0,\; p<1. \tag{9}$$

Directions close to the axis have large $x$ however thin the wire, but the integral of $x^2$ converges there, so they do not alter this leading term.

The thin-wire resistivity is thus $\rho\simeq\rho_0(\lambda/d)(1-p)/(1+p)$. The simple rule would have $3/4$ in place of $1/(1+p)$. In this limit it is too low for $p<1/3$ and too high for $p>1/3$. The limit is approached slowly: at $k=0.1$ and $p=0.2$ the conductivity from (6) is only 0.81 of (9), and for $p=0.4$ the full rise still exceeds the rule by 7 % at $k=0.1$ and falls below it only near $k=0.01$, a diameter too small for classical paths in copper at room temperature. In a sufficiently thick wire, by contrast, equation (1) shows that the rule underestimates the rise for any fixed $p<1$.

## 7. The copper via in numbers

The example has $d=400$ nm, length $\ell_v=5$ µm and $p=0.2$. Rough copper values are $\rho_0=1.70$ µΩ cm and electron density $n=8.5\times10^{22}$ cm⁻³. The free path follows from the free-electron relations $\sigma_0=ne^2\tau/m$ and $\lambda=v_F\tau$:

$$\rho_0\lambda=\frac{mv_F}{ne^2},\qquad v_F=\frac{\hbar(3\pi^2n)^{1/3}}{m}. \tag{10}$$

They give $v_F=1.57\times10^8$ cm/s and $\rho_0\lambda=65.74$ µΩ cm nm. Then

$$\lambda=\frac{65.74}{1.70}\ {\rm nm}=38.7\ {\rm nm},\qquad k=\frac{400}{38.7}=10.3,$$

$$\varepsilon=\frac{0.75\times0.8}{10.34}=0.0580 .$$

The simple rule predicts a rise of 5.80 %. The full integral gives 6.13 %. The second-order term, 0.34 %, is very close to the difference; the higher terms nearly cancel. The resistivity is $1.70\times1.0613=1.80$ µΩ cm. The via resistance, $4\rho\ell_v/(\pi d^2)$, goes from 0.676 Ω with bulk resistivity to 0.718 Ω.

With $\lambda$ and $p$ held fixed, the diameter changes the rise as follows.

| $d$ (nm) | rule (%) | full (%) |
|---:|---:|---:|
| 50 | 46.4 | 57.8 |
| 100 | 23.2 | 27.5 |
| 200 | 11.6 | 12.9 |
| 400 | 5.8 | 6.1 |
| 800 | 2.9 | 3.0 |

At 50 nm the rule misses about a fifth of the full rise; at 800 nm, about 3 % of it.

**Temperature.** By (10), $\rho_0\lambda$ depends on electron density and not on the collision rate. To first order the added resistivity is

$$\rho-\rho_0\simeq\frac{3(1-p)}{4d}\,\rho_0\lambda ,$$

which does not change when phonons shorten the free path, provided $p$ stays fixed. With a rough temperature coefficient of 0.0039 per K, warming from 25 to 100 °C raises $\rho_0$ by 29 % and shortens $\lambda$ to 29.9 nm. The full integral then gives an added 0.103 µΩ cm, against 0.104 at 25 °C. The small decrease comes from the higher-order terms. The relative rise falls from 6.1 to 4.7 % because its denominator has grown.

## 8. What a real via adds

The resistivity and density above are ordinary rough values for copper; $p=0.2$ is an assumption, since $p$ depends on the interface. A fully diffuse wall would raise the surface term from 6.1 to 7.8 %. Of the effects sized here, temperature is the largest: operation at 100 °C adds 29 % to the bulk resistivity. Grain boundaries can also add more than the wall does. In the Mayadas–Shatzkes model, grain boundaries across the current multiply the collision rate by $1+\alpha/|\cos\theta|$, where $\alpha=(\lambda/D)R/(1-R)$, $D$ is the grain size and $R$ an effective reflection probability, used as a parameter of the model. The conductivity ratio is then $3\int_0^1c^3/(c+\alpha)\,dc$, with $c=|\cos\theta|$. For assumed values $D=300$ nm and $R=0.3$, the resistivity rises by 8.1 %. These effects were sized one at a time, and their sum is not a prediction for the via.

**Ends.** A circular contact of radius $a=d/2$ on a thick, wide pad of the same metal has spreading resistance $\rho_0/(4a)$, if the contact is treated as an equipotential. Two ends give $\rho_0/d$. Relative to the bulk via resistance this is

$$\frac{\rho_0/d}{4\rho_0\ell_v/(\pi d^2)}=\frac{\pi d}{4\ell_v}=6.3\ \%,$$

as large as the surface term. The mouth of a long via is not quite an equipotential; solving for the current in via and pad together raises the figure to 6.6 %. Thin or narrow pads need their own calculation. There is also a ballistic end correction, of the order of $h/(2e^2N)$, with $N=k_F^2A/(4\pi)$ conducting channels and $k_F=mv_F/\hbar$. Since $n=k_F^3/(3\pi^2)$, equation (10) gives $\rho_0\lambda=3\pi^2\hbar/(e^2k_F^2)$, so

$$\frac{h}{2e^2N}=\frac{4\pi^2\hbar}{e^2k_F^2A}=\frac43\,\frac{\rho_0\lambda}{A}.$$

Relative to $\rho_0\ell_v/A$ this is $4\lambda/(3\ell_v)=1.0$ %. This sets the scale only, because the coefficient 4/3 belongs to a contact much narrower than $\lambda$. For a long conductor between ideal reservoirs it is 1.42, or 1.1 %. For a zero-length contact of this radius between diffusive pads of the same metal, the excess over the spreading resistance is about 0.9, or 0.7 %.

**Shape of the Fermi surface.** Copper's is not a sphere. As a simple measure of the sensitivity, multiply every transverse velocity by a factor $g$ and keep $\tau$ fixed. Electrons then cross the section $g$ times faster between collisions, which is equivalent to replacing $k$ by $k/g$. Random flights with $g=1.2$, $k=4$ and $p=0.5$ give a loss of $0.1096\pm0.0006$; equation (6) at $k/1.2$ gives 0.1092. For the via, $g=1.2$ moves the surface rise from 6.1 to 7.4 %. The 20 % is an illustrative value, not a calculated property of copper.

**Liner.** A 10 nm liner around the copper, with an assumed resistivity of 200 µΩ cm, carries 0.09 % as much current as the copper. If the same film also covers the bottom of the via, the whole current must cross it. Its resistance there is its resistivity times its thickness divided by $A$, or 0.16 Ω. That is 24 % of the bulk via resistance, well above the surface term.

**Smaller matters.** The thermal energy is 0.0036 of the Fermi energy, which supports evaluating $\lambda$ at the Fermi surface. The Fermi wavelength is 0.46 nm, far below the diameter, which supports the use of classical paths.

For this via, then, the formula gives the wall's share of the resistance in a uniform metal. A design value also needs the operating temperature, the grain structure, the geometry of the contacts and the resistance of any film that the current must cross there.

## Values computed for the example and the checks

```
TESTS
random flights: k = 4, p = 0.5
  conductivity loss, flights: 0.0917 +- 0.0006
  conductivity loss, wall integral: 0.0918
transverse velocity times 1.2:
  loss, flights: 0.1096 +- 0.0006
  loss, wall integral at k/1.2: 0.1092
(rho/rho0-1) k/(1-p) at k = 200, p = 0.2: 0.7522
COPPER VIA, INPUTS (material values rough)
copper diameter: 400 nm
length: 5 um
specular probability p: 0.2
bulk resistivity: 1.70 uOhm cm
electron density: 8.50e+22 cm^-3
COPPER VIA, RESULTS
Fermi velocity: 1.575e+08 cm/s
rho0*lambda: 65.74 uOhm cm nm (x 10)
free path: 38.7 nm
k = d/lambda: 10.34
resistivity rise, first order: 5.80 %
resistivity rise, full integral: 6.13 %
second-order term alone: 0.34 %
wire resistivity, full: 1.804 uOhm cm
resistance with bulk resistivity: 0.6764 Ohm
resistance with surface term: 0.7179 Ohm
RISE AGAINST DIAMETER: d (nm), first order (%), full (%)
    50   46.41   57.83
   100   23.20   27.46
   200   11.60   12.87
   400    5.80    6.13
   800    2.90    2.98
NEGLECTED EFFECTS
grain size 300 nm, boundary reflection 0.3:
  grain-boundary rise: 8.1 %
25 to 100 C, coefficient 0.0039 per K:
  bulk resistivity rise: 29.2 %
  free path at 100 C: 29.9 nm
  surface rise at 100 C: 4.69 %
  added resistivity at 25 C: 0.1042 uOhm cm
  added resistivity at 100 C: 0.1030 uOhm cm
spreading at both ends, wide pads: 6.3 %
ballistic end resistance: 1.03 %
surface rise, transverse velocity +20 %: 7.43 %
surface rise, fully diffuse wall: 7.78 %
liner 10 nm, 200 uOhm cm:
  liner current over copper current: 0.09 %
thermal energy over Fermi energy: 0.0036
Fermi wavelength: 0.46 nm
```
